# Exchange-correlation potentials from correlated wave functions: the RKS formula, part 1

(Sections cited here and not found follow in the second part.)

A correlated calculation of an atom or molecule ends with a many-electron wave function \(\Psi\), or with its two-particle density matrix. Kohn–Sham (KS) theory describes the same electron density by noninteracting electrons in a local potential \(v+v_{\rm H}+v_{\rm xc}\), where \(v\) is the nuclear attraction, \(v_{\rm H}\) the electrostatic potential of the density, and \(v_{\rm xc}\) is known only through approximations. An accurate \(\Psi\) should therefore supply the \(v_{\rm xc}\) against which those approximations are judged. Reading it off the KS differential equations point by point fails at a nucleus in a Gaussian basis, because Gaussian orbitals lack the singular Laplacian that must cancel the nuclear attraction there: in the beryllium calculation below, the KS equations solved directly for \(v_{\rm xc}\) give about \(+3.9\times10^{4}\) hartree at \(10^{-4}\) bohr from the nucleus. The Ryabinkin–Kohut–Staroverov (RKS) formula uses the two-particle density matrix to eliminate the nuclear potential, and its modified form, Eq. (11) below, gives \(-3.16\) hartree at the same point with the same orbitals.

Hartree atomic units are used throughout. The Hamiltonian of \(N\) electrons is
\[
H=\sum_{i=1}^{N}h(i)+\sum_{i<j}\frac1{r_{ij}},\qquad h=-\tfrac12\nabla^2+v(\mathbf r).
\]
The state \(\Psi(\mathbf x_1,\dots,\mathbf x_N)\), with \(\mathbf x=(\mathbf r,\sigma)\), is real, antisymmetric and normalized, and its density is positive everywhere. The spin-summed density matrices are
\[
\gamma(\mathbf r,\mathbf r')=N\sum_\sigma\int\Psi(\mathbf r\sigma,\mathbf x_2,\dots)\,\Psi(\mathbf r'\sigma,\mathbf x_2,\dots)\,d\mathbf x_2\cdots d\mathbf x_N ,
\]
\[
\Gamma(\mathbf r,\mathbf r_2;\mathbf r',\mathbf r_2')=\frac{N(N-1)}2\sum_{\sigma\sigma_2}\int\Psi(\mathbf r\sigma,\mathbf r_2\sigma_2,\mathbf x_3,\dots)\,\Psi(\mathbf r'\sigma,\mathbf r_2'\sigma_2,\mathbf x_3,\dots)\,d\mathbf x_3\cdots d\mathbf x_N .
\]
The density is \(\rho(\mathbf r)=\gamma(\mathbf r,\mathbf r)\) and the pair density is \(P_2(\mathbf r,\mathbf r_2)=\Gamma(\mathbf r,\mathbf r_2;\mathbf r,\mathbf r_2)\). Comparing the prefactors shows that \(\Gamma\) contains \(\gamma\): \(\int\Gamma(\mathbf r,\mathbf r_2;\mathbf r',\mathbf r_2)\,d\mathbf r_2=\tfrac12(N-1)\gamma(\mathbf r,\mathbf r')\). The exchange-correlation hole and its potential are defined by
\[
P_2(\mathbf r,\mathbf r_2)=\tfrac12\rho(\mathbf r)\left[\rho(\mathbf r_2)+\rho_{\rm xc}(\mathbf r,\mathbf r_2)\right],\qquad
v_{\rm hole}(\mathbf r)=\int\frac{\rho_{\rm xc}(\mathbf r,\mathbf r_2)}{r_{12}}\,d\mathbf r_2 ,
\tag{1}
\]
with \(r_{12}=|\mathbf r-\mathbf r_2|\). Integrating the first relation over \(\mathbf r_2\) gives \(\tfrac12(N-1)\rho=\tfrac12\rho\,[N+\int\rho_{\rm xc}\,d\mathbf r_2]\), so the hole holds exactly \(-1\) electron at every \(\mathbf r\). Dividing the relation by \(r_{12}\) before integrating gives
\[
2\int\frac{P_2(\mathbf r,\mathbf r_2)}{r_{12}}\,d\mathbf r_2=\rho\,(v_{\rm H}+v_{\rm hole}),\qquad v_{\rm H}(\mathbf r)=\int\frac{\rho(\mathbf r_2)}{r_{12}}\,d\mathbf r_2 .
\tag{2}
\]
Half the integral of (2) over \(\mathbf r\) is the repulsion energy, \(V_{ee}=E_{\rm H}+\tfrac12\int\rho\,v_{\rm hole}\,d\mathbf r\), with \(E_{\rm H}=\tfrac12\int\rho\,v_{\rm H}\,d\mathbf r\).

The density is assumed to be that of a nondegenerate noninteracting ground state, with real orbitals and occupations \(n_i\) (2 for a closed shell, 1 for spinless particles):
\[
\left(-\tfrac12\nabla^2+v+v_{\rm H}+v_{\rm xc}\right)\phi_i=\varepsilon_i\phi_i,\qquad \rho^{\rm KS}=\sum_i n_i\phi_i^2 .
\]
If no such potential exists there is nothing to find. If it exists it is unique up to a constant, by the Hohenberg–Kohn argument. Two potentials with different ground determinants and the same density give two strict variational inequalities, each determinant being a trial state for the other Hamiltonian; the potential-energy terms depend only on the common density, so the sum of the inequalities reads \(0<0\). The determinants must coincide, and subtracting the two Schrödinger equations for the common determinant leaves \(\sum_i\Delta v(\mathbf r_i)\) equal to a constant wherever the determinant is nonzero, so \(\Delta v\) is constant.

Multiplying the \(i\)-th KS equation by \(n_i\phi_i(\mathbf r)\), summing over \(i\) and dividing by the density turns the orbital equations into one local energy balance:
\[
\frac{\tau_L^{\rm KS}}{\rho^{\rm KS}}+v+v_{\rm H}+v_{\rm xc}=\bar\varepsilon^{\rm KS},\qquad
\tau_L^{\rm KS}=-\tfrac12\sum_in_i\phi_i\nabla^2\phi_i,\qquad
\bar\varepsilon^{\rm KS}=\frac{\sum_in_i\varepsilon_i\phi_i^2}{\rho^{\rm KS}} .
\tag{3}
\]
The function \(\bar\varepsilon^{\rm KS}(\mathbf r)\) averages the orbital energies with the share each orbital has in the density at \(\mathbf r\); its negative is the KS average local ionization energy \(\bar I^{\rm KS}\).

A balance of the same shape exists for the interacting system. Separate from \(H\) everything that involves electron 1,
\[
H=h(1)+\sum_{j=2}^N\frac1{r_{1j}}+H^{N-1},
\]
where \(H^{N-1}\) is the Hamiltonian of the ion acting on electrons \(2,\dots,N\), and define the generalized Fock kernel
\[
G(\mathbf r,\mathbf r')=N\sum_\sigma\int\Psi(\mathbf r'\sigma,\mathbf x_2,\dots)\Big[h(\mathbf r)+\sum_{j=2}^N\frac1{|\mathbf r-\mathbf r_j|}\Big]\Psi(\mathbf r\sigma,\mathbf x_2,\dots)\,d\mathbf x_2\cdots d\mathbf x_N .
\tag{4}
\]
The operator \(h(\mathbf r)\) does not touch the integration variables and comes out in front of \(\gamma\). The \(N-1\) repulsion terms are equal: relabelling \(\mathbf x_j\leftrightarrow\mathbf x_2\) changes the sign of both factors \(\Psi\) and leaves their product unchanged. Their total prefactor is \(N(N-1)\), twice that of \(\Gamma\). Hence
\[
G(\mathbf r,\mathbf r')=h(\mathbf r)\gamma(\mathbf r,\mathbf r')+2\int\frac{\Gamma(\mathbf r,\mathbf r_2;\mathbf r',\mathbf r_2)}{|\mathbf r-\mathbf r_2|}\,d\mathbf r_2 .
\tag{5}
\]
Setting \(\mathbf r'=\mathbf r\) after the derivative has been taken, using (2) and dividing by the density gives
\[
\frac{\tau_L^{\rm WF}}{\rho^{\rm WF}}+v+v_{\rm H}+v_{\rm hole}=\bar\varepsilon^{\rm WF},\qquad
\tau_L^{\rm WF}=-\tfrac12\nabla^2\gamma(\mathbf r,\mathbf r')\big|_{\mathbf r'=\mathbf r},\qquad
\bar\varepsilon^{\rm WF}=\frac{G(\mathbf r,\mathbf r)}{\rho^{\rm WF}} .
\tag{6}
\]
The Schrödinger equation has not been used: so far (6) only defines \(\bar\varepsilon^{\rm WF}\), for any \(\Psi\). Integrated over space, with \(T=\int\tau_L^{\rm WF}\) and \(V=\int\rho v\), it gives \(\operatorname{tr}G=T+V+2V_{ee}=E+V_{ee}\).

The content of (6) appears when \(\Psi\) is the ground state, \(H\Psi=E_N\Psi\). The bracket in (4) acting on \(\Psi\) then equals \((E_N-H^{N-1})\Psi\). Let \(\Phi_k\) be the eigenstates of the ion, with energies \(E_k^{N-1}\); sums over \(k\) include the continuum. At fixed \(\mathbf x_1\), \(\Psi\) is an antisymmetric function of the remaining coordinates and can be expanded as
\[
\Psi(\mathbf x_1,\mathbf x_2,\dots)=\frac1{\sqrt N}\sum_kg_k(\mathbf x_1)\,\Phi_k(\mathbf x_2,\dots,\mathbf x_N),
\]
which defines the Dyson orbitals \(g_k\). Inserting the expansion in both factors of \(\gamma\) and of (4), the orthonormality of the \(\Phi_k\) leaves single sums, and the two factors \(N^{-1/2}\) cancel the prefactor \(N\):
\[
\gamma(\mathbf r,\mathbf r')=\sum_{k\sigma}g_k(\mathbf r\sigma)g_k(\mathbf r'\sigma),\qquad
G(\mathbf r,\mathbf r')=-\sum_{k\sigma}I_k\,g_k(\mathbf r\sigma)g_k(\mathbf r'\sigma),\qquad I_k=E^{N-1}_k-E_N .
\tag{7}
\]
Therefore \(\bar I^{\rm WF}=-\bar\varepsilon^{\rm WF}=\sum I_kg_k^2/\sum g_k^2\) is an average of true ionization energies, weighted by the probability that an electron removed at \(\mathbf r\) leaves the ion in state \(k\). It is never below the first ionization energy \(I=I_0\). The kernel is symmetric, which (5) does not show, and so it has real eigenvalues \(\lambda_j\) and orthonormal eigenfunctions \(f_j\), in terms of which \(\bar\varepsilon^{\rm WF}=\sum_j\lambda_jf_j^2/\rho\). All of this is obtained from \(\Gamma\) through (5), with no calculation on the ion.

The Laplacian kinetic densities are traded for positive ones. Write either density matrix as \(\gamma=\sum_a\chi_a(\mathbf r)\chi_a(\mathbf r')\), with \(\chi_a=\sqrt{n_i}\,\phi_i\) for the KS system and \(\chi_a=g_k\), or natural orbitals scaled by the roots of their occupations, for the interacting one. With \(\tau=\tfrac12\nabla\cdot\nabla'\gamma|_{\mathbf r'=\mathbf r}=\tfrac12\sum_a|\nabla\chi_a|^2\), the product rule gives
\[
\nabla^2\rho=\sum_a\left(2|\nabla\chi_a|^2+2\chi_a\nabla^2\chi_a\right)=4\tau-4\tau_L,\qquad\text{so}\qquad \tau_L=\tau-\tfrac14\nabla^2\rho .
\tag{8}
\]
Now subtract (6) from (3). The nuclear potential cancels, and so does \(v_{\rm H}\) because \(\rho^{\rm KS}=\rho^{\rm WF}\), leaving \(v_{\rm xc}-v_{\rm hole}+\tau_L^{\rm KS}/\rho^{\rm KS}-\tau_L^{\rm WF}/\rho^{\rm WF}=\bar\varepsilon^{\rm KS}-\bar\varepsilon^{\rm WF}\). By (8) the two kinetic terms contain \(-\tfrac14\nabla^2\rho^{\rm KS}/\rho^{\rm KS}+\tfrac14\nabla^2\rho^{\rm WF}/\rho^{\rm WF}\), which vanishes for equal densities. The result is the RKS formula,
\[
v_{\rm xc}=v_{\rm hole}+\bar\varepsilon^{\rm KS}-\bar\varepsilon^{\rm WF}+\frac{\tau^{\rm WF}}{\rho^{\rm WF}}-\frac{\tau^{\rm KS}}{\rho^{\rm KS}}
=v_{\rm hole}+\bar I^{\rm WF}-\bar I^{\rm KS}+\frac{\tau^{\rm WF}}{\rho^{\rm WF}}-\frac{\tau^{\rm KS}}{\rho^{\rm KS}} .
\tag{9}
\]

Part of \(\tau\) depends on the density alone. Put \(\chi_a=\sqrt\rho\,a_a\), so that \(\sum_aa_a^2=1\) and, by differentiation, \(\sum_aa_a\nabla a_a=0\). In \(|\nabla\chi_a|^2=a_a^2|\nabla\sqrt\rho|^2+2\sqrt\rho\,a_a\nabla\sqrt\rho\cdot\nabla a_a+\rho|\nabla a_a|^2\) the cross terms then sum to zero, and
\[
\tau=\tau_W+\tau_P,\qquad \tau_W=\tfrac12|\nabla\sqrt\rho|^2=\frac{|\nabla\rho|^2}{8\rho},\qquad \frac{\tau_P}{\rho}=\tfrac12\sum_a|\nabla a_a|^2\ge0 .
\tag{10}
\]
The Pauli part \(\tau_P\) measures how fast the composition of the density changes from point to point. For equal densities \(\tau_W/\rho\) is the same in both systems and drops out of (9), which gives the modified (mRKS) form
\[
v_{\rm xc}=v_{\rm hole}+\bar\varepsilon^{\rm KS}-\bar\varepsilon^{\rm WF}+\frac{\tau_P^{\rm WF}}{\rho^{\rm WF}}-\frac{\tau_P^{\rm KS}}{\rho^{\rm KS}} .
\tag{11}
\]
The three WF terms are fixed by \(\Gamma\). The two KS terms depend on \(v_{\rm xc}\) through \(\phi_i\) and \(\varepsilon_i\), so (9) and (11) are equations for \(v_{\rm xc}\), to be solved together with the KS equations, and not explicit functionals of \(\Gamma\). They also leave a constant free: adding \(C\) to \(v_{\rm xc}\) leaves the orbitals unchanged and adds \(C\) to every \(\varepsilon_i\), hence to \(\bar\varepsilon^{\rm KS}\), so both sides move together. One case is explicit. For a two-electron singlet there is one orbital, \(a=1\), \(\tau_P^{\rm KS}=0\) and \(\bar\varepsilon^{\rm KS}=\varepsilon_1\), and the right side of (11) contains only WF quantities and that constant.

The constant is fixed by the behaviour far from a finite system. Consider one spin component \(\sigma\) of a singlet (the other is identical) or spinless particles, and suppose that the ionic ground state reached by removing that electron has no spatial degeneracy and that \(g_0\) does not vanish in the direction considered. Insert the Dyson expansion in \((H-E_N)\Psi=0\) and project on \(\Phi_k\):
\[
\left(-\tfrac12\nabla^2+v+I_k\right)g_k+\sum_lV_{kl}\,g_l=0,\qquad V_{kl}(\mathbf r)=\Big\langle\Phi_k\Big|\sum_{j}\frac1{|\mathbf r-\mathbf r_j|}\Big|\Phi_l\Big\rangle .
\]
At large \(r\) the potentials vanish and \(g_0\) decays as \(e^{-\kappa r}\) with \(\kappa=\sqrt{2I}\). For \(k\neq0\), \(V_{k0}\) is the potential of a transition density with zero total charge, so \(V_{k0}\simeq\hat{\mathbf r}\cdot\mathbf D_{k0}/r^2\) with \(\mathbf D_{k0}=\langle\Phi_k|\sum_j\mathbf r_j|\Phi_0\rangle\). Put \(g_k=b_kg_0\), expand \(\nabla^2(b_kg_0)\), eliminate \(\nabla^2g_0\) with the equation for \(k=0\), divide by \(g_0\), and drop products of two small quantities:
\[
-\tfrac12\nabla^2b_k-\nabla\ln g_0\cdot\nabla b_k+(I_k-I)\,b_k+V_{k0}=0 .
\]
For \(b_k\propto r^{-2}\) the second term is \(\kappa\,\partial_rb_k=-2\kappa b_k/r\) and the first is smaller by another power of \(r\), so
\[
b_k\simeq-\frac{V_{k0}}{I_k-I}\left[1+\frac{2\kappa}{(I_k-I)\,r}+\dots\right].
\tag{12}
\]
To leading order, with the ion's polarizability along \(\hat{\mathbf r}\) defined as \(\alpha=2\sum_{k\ne0}(\hat{\mathbf r}\cdot\mathbf D_{k0})^2/(I_k-I)\), the WF terms follow. From (7), \(\bar\varepsilon^{\rm WF}+I=-\sum(I_k-I)b_k^2\simeq-\alpha/2r^4\). From (10), \(\tau_P^{\rm WF}/\rho\simeq\tfrac12\sum|\nabla b_k|^2=O(r^{-6})\). The repulsion part of (4) on the diagonal is \(\sum_{kl}g_kg_lV_{kl}\), so by (2) \(v_{\rm H}+v_{\rm hole}\simeq V_{00}+2\sum b_kV_{k0}\simeq V_{00}-\alpha/r^4\), where \(V_{00}\) is the potential of the ion density \(\rho_{N-1}\). On the KS side the highest occupied orbital decays most slowly, and where it does not vanish the others are exponentially small beside it, so \(\bar\varepsilon^{\rm KS}\to\varepsilon_{\rm HOMO}\) and \(\tau_P^{\rm KS}/\rho\to0\) exponentially. Collecting the terms of (11),
\[
v_{\rm xc}\simeq(\varepsilon_{\rm HOMO}+I)+\int\frac{\rho_{N-1}(\mathbf r_2)-\rho(\mathbf r_2)}{r_{12}}\,d\mathbf r_2-\frac{\alpha}{r^4}+\frac{\alpha}{2r^4} .
\tag{13}
\]
The integral is the potential of one missing electron and tends to \(-1/r\). Thus \(v_{\rm xc}\) vanishes at infinity exactly when \(\varepsilon_{\rm HOMO}=-I\), and this is the convention adopted. Along a nodal surface of \(g_0\) or of the HOMO the averages are taken over by other states, and (13) does not apply there.

With this convention (11) defines a map. Take a trial \(u\) for \(v_{\rm H}+v_{\rm xc}\), solve \((-\tfrac12\nabla^2+v+u)\phi_i=\varepsilon_i\phi_i\), call the resulting density \(\eta\), shift all eigenvalues by \(c=-I-\varepsilon_{\rm HOMO}\), evaluate the right side of (11), and add \(v_{\rm H}[\eta]\) to obtain \(u_{\rm new}\). The trial density is not \(\rho\equiv\rho^{\rm WF}\), so the derivation of (11) does not say what the map does; but each balance holds separately. Identity (8) applied to the single function \(\sqrt\rho\) reads \(-\tfrac12\sqrt\rho\,\nabla^2\sqrt\rho=\tau_W-\tfrac14\nabla^2\rho\), and (8) and (10) give \(\tau_L-\tau_P=\tau_W-\tfrac14\nabla^2\rho\), so
\[
\frac{\tau_L-\tau_P}{\rho}=-\frac{\nabla^2\sqrt\rho}{2\sqrt\rho}.
\]
The balance (3) for the trial potential, with shifted eigenvalues, and the balance (6) become
\[
\bar\varepsilon^{\rm KS}-\frac{\tau_P^{\rm KS}}{\eta}=c+v+u-\frac{\nabla^2\sqrt\eta}{2\sqrt\eta},\qquad
v_{\rm hole}-\bar\varepsilon^{\rm WF}+\frac{\tau_P^{\rm WF}}{\rho}=-v-v_{\rm H}[\rho]+\frac{\nabla^2\sqrt\rho}{2\sqrt\rho}.
\]
Adding them and \(v_{\rm H}[\eta]\),
\[
u_{\rm new}-u=c+v_{\rm H}[\eta]-v_{\rm H}[\rho]+\frac12\left(\frac{\nabla^2\sqrt\rho}{\sqrt\rho}-\frac{\nabla^2\sqrt\eta}{\sqrt\eta}\right).
\tag{14}
\]
When the differential equations hold pointwise, the hole, the ionization energies and the Pauli terms have combined into a function of the two densities: in a complete basis the method is a density inversion and uses nothing of \(\Gamma\) beyond \(\rho\) and \(I\).

A fixed point of (14) has the right density. Set \(W=\tfrac12\nabla^2\sqrt\rho/\sqrt\rho-v_{\rm H}[\rho]\) and \(F[\eta]=\tfrac12\int|\nabla\sqrt\eta|^2+E_{\rm H}[\eta]+\int W\eta\). Varying the first term with \(\delta\sqrt\eta=\delta\eta/2\sqrt\eta\) and integrating by parts gives \(\delta F/\delta\eta=-\tfrac12\nabla^2\sqrt\eta/\sqrt\eta+v_{\rm H}[\eta]+W\). The condition \(u_{\rm new}=u\) is \(\delta F/\delta\eta=-c\), and \(\eta=\rho\) satisfies \(\delta F/\delta\eta=0\). The functional is strictly convex. The integrand \(|\nabla\eta|^2/8\eta\) is convex in the pair \((\eta,\nabla\eta)\), because \(|\mathbf b|^2/a=\max_{\mathbf s}(2\mathbf s\cdot\mathbf b-|\mathbf s|^2a)\) for \(a>0\) is a maximum of linear functions. The Hartree energy is a quadratic form with the positive Fourier kernel \(4\pi/q^2\), hence strictly convex, and the last term is linear. Let \(f(s)=F[(1-s)\rho+s\eta]\). At both ends \(f'\) is a constant times \(\int(\eta-\rho)=0\), so \(f'(0)=f'(1)=0\), whereas strict convexity makes \(f'\) strictly increasing unless \(\eta=\rho\). Hence \(\eta=\rho\), then \(c=0\) by (14), and \(u\) is the KS potential with \(\varepsilon_{\rm HOMO}=-I\).

For the original form (9) the same steps, with \((\tau_L-\tau)/\rho=-\tfrac14\nabla^2\rho/\rho\) and with \(v_{\rm H}[\rho]\) added in place of \(v_{\rm H}[\eta]\), give
\[
u_{\rm new}-u=c+\frac14\left(\frac{\nabla^2\rho}{\rho}-\frac{\nabla^2\eta}{\eta}\right).
\tag{15}
\]
At a fixed point \(\rho\nabla^2\eta-\eta\nabla^2\rho=4c\,\rho\eta\). The left side equals \(\nabla\cdot(\rho\nabla\eta-\eta\nabla\rho)=\nabla\cdot(\rho^2\nabla q)\) with \(q=\eta/\rho\), and it integrates to zero for decaying densities, so \(c=0\). Multiplying \(\nabla\cdot(\rho^2\nabla q)=0\) by \(q\) and integrating by parts, with the surface term vanishing if \(q\) stays bounded, gives \(\int\rho^2|\nabla q|^2=0\); \(q\) is constant and normalization makes it 1. This proof needs the Hartree potential held at \(v_{\rm H}[\rho]\). Neither proof says that repeated application of the map converges; the fixed points below were found by a damped Newton method.

These statements can be examined without basis error in a model defined on a grid. Three spinless fermions occupy \(M=45\) points \(x_i\) of spacing \(h=0.5\) bohr centred on the origin, with the wave function zero beyond the ends, \(v=-3/\sqrt{x^2+1}\), the repulsion \(1/\sqrt{(x-x')^2+1}\) in place of \(1/r_{12}\), and the three-point second difference as Laplacian. Local potentials are diagonal on the grid, so (3), (6) and (7) hold at each point. Identity (8) survives, since for each \(\chi\)
\[
-\frac{\chi_i(\chi_{i+1}-2\chi_i+\chi_{i-1})}{2h^2}+\frac{\chi_{i+1}^2-2\chi_i^2+\chi_{i-1}^2}{4h^2}=\frac{(\chi_{i+1}-\chi_i)^2+(\chi_i-\chi_{i-1})^2}{4h^2},
\]
as is seen by putting the left side over \(4h^2\): its numerator is \(\chi_{i+1}^2-2\chi_i\chi_{i+1}+2\chi_i^2-2\chi_i\chi_{i-1}+\chi_{i-1}^2\). The right side defines \(\tau\), and \(\tau_W\) is the same expression for \(\sqrt\rho\). The sum of \(\tau_W\) consists of terms \(\eta_i+\eta_{i+1}-2\sqrt{\eta_i\eta_{i+1}}\), convex because the geometric mean is concave, and the numerical check asserts that the repulsion matrix is positive definite, so the uniqueness proof for (14) carries over.

The RKS and mRKS formulas have been derived, their free constant fixed by \(\varepsilon_{\rm HOMO}=-I\), and their fixed points shown to give the right density when the differential equations hold pointwise. What remains is to test these statements numerically on the grid model, and to see what changes in a finite orbital basis, with the beryllium atom as the example.
